# Deep-Level Pinning and the Ideal Vacancy in a Crystal, part 2

A foreign atom in a crystal shifts the on-site energies of its own orbitals and changes nothing else. As the shift becomes infinite, a level left in the host gap tends to that of the ideal vacancy, in which the site's orbitals are deleted and nothing relaxes. What follows tests this on a silicon-like host, with energies in eV.

The one-electron host Hamiltonian $H$ is written in orthonormal localized orbitals. The gap runs from the valence top $E_v$ to the conduction bottom $E_c$, and there $G(E)=(E-H)^{-1}$. The vacancy Hamiltonian is $QHQ$, where $Q$ projects on the remaining orbitals.

For one changed orbital $|0\rangle$, let $g=\langle0|G|0\rangle$. A shift $V$, positive for repulsion, gives a gap level where $g(E)=1/V$. The vacancy level $E_{\rm vac}$ is the zero of $g$. Since $g$ falls throughout the gap, there is at most one zero, and it exists if and only if

$$g(E_v^+)>0>g(E_c^-),$$

with limits taken from inside the gap. In three dimensions this is not guaranteed. For strong potentials the approach law is $E(V)\approx E_{\rm vac}+1/(Vg')$ with $g'<0$, and the weight on the changed orbital is $p_0=1/(V^2|g'|)=dE/dV$. A further state is expelled from the bands, at

$$E=V+\varepsilon_0+\frac{M_2}{V}+O(V^{-2}),\qquad M_2=\sum_{i\neq0}|H_{i0}|^2 ,$$

where $\varepsilon_0=\langle0|H|0\rangle$.

For a site with several orbitals $a,b$, the vacancy condition is $\det G_{ab}(E)=0$, with $G_{ab}$ the site block of $G$. An infinite potential on all of them gives the same condition. At a tetrahedral site with one $p$ set per atom and no $d$ orbitals, the three $p$ orbitals share one diagonal element $g_p$ (`G_pp` in the numerical output). They obey the one-orbital theory with $g=g_p$, and each root is a threefold level $T_2$. Orbitals of $s$ type belong to the species $A_1$; two of them mix and need a $2\times2$ determinant.

**Q.** Give me numbers, and say what they stand for.

**A.** The host is a nearest-neighbour model on the diamond lattice with orbitals $s$, $p_x$, $p_y$, $p_z$ and an excited $s^*$ on each atom. The $s^*$ orbital is there to shape the conduction band. The parameters are rounded and lie roughly in the regime of silicon. The on-site energies are $-4.2$, $1.7$ and $6.7$ eV for $s$, $p$ and $s^*$.

The hoppings are quoted as four times the value for one bond: $V_{ss}=-8.3$, $V_{sp}=5.7$, $V_{s^*p}=5.4$, $V_{xx}=1.7$ and $V_{xy}=4.6$ eV. Along the bond $(1,1,1)$ the element from $s$ to any $p$ is $+V_{sp}/4$, and the one from $p$ to $s$ is $-V_{sp}/4$. The $s^*$ elements follow the same rule. Like $p$ orbitals couple by $V_{xx}/4$ and unlike ones by $V_{xy}/4$. On the other bonds each Cartesian index brings the sign of that component of the bond, so like $p$ orbitals keep their sign. Elements $s$–$s^*$ and $s^*$–$s^*$ between atoms are zero.

At zero wave vector the four bonds add. The signed elements cancel, and like $p$ orbitals on the two atoms of the cell couple by $V_{xx}$. The $p$ levels are $1.7\pm1.7$ eV, that is $0$ and $3.4$ eV. The lower one is the valence top, so energies are counted from there. The computed gap is 1.133 eV, with the conduction minimum at 0.73 of the way from $\Gamma$ to $X$.

**Q.** This is three-dimensional, so by your own argument a vacancy level is not guaranteed. Is there one?

**A.** The signs decide. At the valence top $g_p=+0.107$ eV$^{-1}$. At 0.05 eV below the conduction edge it is $-0.152$ eV$^{-1}$. So there is one zero between, at

$$E_{\rm vac}=0.488\ \text{eV},\qquad g_p'(E_{\rm vac})=-0.1647\ \text{eV}^{-2}.$$

The level is the same to the digits given for sums over $16^3$ and $24^3$ wave vectors. The coefficient of the approach law is $1/g_p'=-6.07$ eV$^2$. For $V=+40$ eV the law gives $0.488-6.07/40=0.336$ eV. Roots of the full equation and the law compare as follows, in eV:

| $V$ | root | law |
|---:|---:|---:|
| $+40$ | 0.336 | 0.336 |
| $+100$ | 0.427 | 0.427 |
| $+400$ | 0.473 | 0.473 |
| $-400$ | 0.503 | 0.503 |
| $-100$ | 0.548 | 0.549 |
| $-40$ | 0.636 | 0.640 |

Both branches close in on 0.488 eV, from below for repulsion and from above for attraction. At $V=-40$ eV the law misses the root by 0.004 eV, about 3% of the shift from $E_{\rm vac}$.

**Q.** Those roots and that zero come from the same Green function. I want to see an atom removed.

**A.** Take a periodic block of $5\times5\times5$ cells, which holds 250 atoms, and strike out the five orbitals of one atom. Diagonalizing what remains gives a threefold level at 0.505787 eV. The Green function of the same block is a sum over its 125 allowed wave vectors, and its zero is also at 0.505787 eV. This comparison can fail, because the first number uses no Green function.

The block value lies 0.018 eV above the converged 0.488 eV. That difference is an effect of the finite block, since it disappears when the zero is computed with the finer sums. The equality itself holds in a block of any size at energies that are not host eigenvalues.

The same block tests the approach law. With $V=4000$ eV on all five orbitals of the site, the product of $V$ and the distance of the $T_2$ level from the vacancy level is $-5.747$ eV$^2$. The value of $1/g_p'$ for the block is the same to these digits.

**Q.** And the expelled $p$ state, at such a potential?

**A.** Its correction can be worked out by hand. A $p_x$ orbital couples to each of four neighbours through one $s$, one $s^*$, one like $p$ and two unlike $p$ orbitals. Each squared hopping carries a factor $1/16$, and four neighbours turn this into $1/4$:

$$M_2=\frac{5.7^2+5.4^2+1.7^2+2\times4.6^2}{4}=\frac{106.86}{4}=26.7\ \text{eV}^2 .$$

Diagonalization of the block at $V=4000$ eV gives $V(E-V-\varepsilon_p)=26.7$ eV$^2$, where $\varepsilon_p=1.7$ eV is the on-site $p$ energy.

**Q.** You have spoken of $T_2$ alone. What becomes of the $A_1$ species when the atom is gone?

**A.** In this model it also has a vacancy level in the gap, at 0.436 eV. It is the zero of the $2\times2$ determinant of $s$ and $s^*$. Together with the threefold $T_2$ level this makes four states, one for each broken bond.

The number of states can be checked without locating them. The site block of $G$ has the derivative $-(G^2)_{ab}$, which is negative definite. So each of its ordered eigenvalues falls with energy. A vacancy state appears whenever one of them passes through zero. For a window inside the host gap, the number of positive eigenvalues at the bottom minus the number at the top is therefore the number of vacancy states inside. For the 250-atom block and a window reaching to 0.01 eV from both edges of its gap, this count gives four, and diagonalization with the atom removed gives four.

**Q.** Suppose I make the potential infinite on the $s$ orbital alone. The $s^*$ orbital is an artificial addition anyway. Do I still get the $A_1$ vacancy level?

**A.** No. The condition is then $G_{ss}=0$, which describes a site that has lost $s$ and kept $s^*$. In this host $G_{ss}$ has no zero between 0.05 eV above the valence top and 0.05 eV below the conduction edge. The full determinant has its zero at 0.436 eV. That level has no counterpart anywhere in the window searched, so this is no small correction.

The point does not depend on the silicon-like parameters. In a random symmetric $8\times8$ matrix with elements of order one, two orbitals were taken as the site. A potential of $10^7$ on both reproduced the levels of the matrix with both deleted, to within $1.4\times10^{-7}$. With the potential on one of the two, at least one of those levels had no counterpart closer than 0.33. The rule is that the potential must be infinite on every orbital of the symmetry species in question.

**Q.** You use 40 eV as if it were an ordinary strength. Which real atom shifts a $p$ level by that much?

**A.** None that I would offer as an example. In free-atom Hartree–Fock, the valence $p$ energies of B, C, P, S and As differ from that of silicon by about 4 eV or less, and those of N and O lie roughly 7 and 9 eV below it. The threshold for a repulsive shift in this model is

$$V_{\min}=\frac{1}{g_p(E_v)}=\frac{1}{0.107\ \text{eV}^{-1}}\approx9.3\ \text{eV}.$$

Below it no $T_2$ level enters the gap. On the attractive side, a level 0.05 eV below the conduction edge needs $V=1/(-0.152)\approx-6.6$ eV. Since $dE/dV$ is positive, a weaker attraction can leave a level in the top 0.05 eV of the gap or none at all.

So a $p$ shift of a few eV is not in the pinned regime here. An attraction of 7 to 9 eV does give a $T_2$ level, but one above the 0.636 eV found for $V=-40$ eV, and so still not pinned. The infinite potential describes the ideal, unrelaxed vacancy and is a limiting case for impurities. Nor does the model cover shallow donors and acceptors. They are bound by the long-range Coulomb potential of an extra charge, which has been left out.

**Q.** Then what is the pinned level sensitive to, if not to the atom on the site?

**A.** To the neighbours. At $V=+40$ eV in the 250-atom block, the weight on each impurity $p$ orbital, for its own partner of the triplet, is 0.0034. Since $dE/dV=p_0$, changing $V$ by 1 eV moves the level by about 0.003 eV. The leading estimate $5.747/40^2=0.0036$ is 6% higher than the computed weight, because it uses the slope at $E_{\rm vac}$ instead of the slope at the level.

In the same block, the vacancy state has 0.632 of its weight on the four nearest atoms and the remaining 0.368 further out. Let the on-site energies of the four neighbours all rise by $\eta$. This perturbation keeps the tetrahedral symmetry, so it shifts the three $T_2$ states together. To first order the shift is $\eta$ times the weight:

$$\Delta E\approx0.632\times0.2\ \text{eV}=0.126\ \text{eV}\quad\text{for }\eta=0.2\ \text{eV}.$$

Diagonalization with the neighbours shifted gives 0.127 eV. These numbers depend slightly on the block: with 686 atoms the weight is 0.644 and the shift 0.129 eV. Per eV of potential, the neighbours matter nearly two hundred times more than the site itself at $V=40$ eV.

**Q.** Real neighbours also move when an atom is missing. You have held them still.

**A.** Here is the size of that. Let the four neighbours move outward by 0.01 nm, about 4% of the rough bond length of 0.235 nm. Let the hoppings scale as the inverse square of the distance and keep the on-site energies fixed. The $T_2$ level of the block then rises by 0.142 eV.

A second distortion moves the neighbours towards each other in two pairs, again by 0.01 nm each. It lowers the symmetry, so the threefold level may split. The computed shifts are $-0.109$, $-0.107$ and $-0.107$ eV. The three states move almost together, and the splitting is 0.002 eV. In a block of 686 atoms the outward shift is 0.144 eV and the pairing shifts are $-0.111$, $-0.110$ and $-0.110$ eV, so the last digit depends on the block size.

**Q.** That is a strange result. Pairing should separate the levels strongly.

**A.** The common shift can be understood from geometry. Take the neighbour in direction $(1,1,1)/\sqrt3$, which moves along $-(0,1,1)/\sqrt2$. The component of its motion along the outward direction is

$$-\frac{2}{\sqrt3\sqrt2}=-0.816$$

of the displacement, and it is the same for the other three. The pairing motion thus contains an inward motion of 0.816 times 0.01 nm. Scaling the outward result linearly and reversing its sign gives $-0.816\times0.142=-0.116$ eV, about 8% larger than what was found. The inward motion alone, applied in the 250-atom block, gives $-0.107$ eV, so it accounts for the common shift, and the response is not quite linear.

The small splitting should not be taken as a property of silicon. The four atoms around a vacancy are second neighbours of one another, and this model has no direct hopping between second neighbours. The bond that pairing would form is therefore absent. How much splitting such a hopping would add has not been computed here.

The same omission affects the distance between $A_1$ and $T_2$. Give the four broken-bond orbitals a mutual hopping $-\tau$ with $\tau>0$. Their symmetric sum meets three partners in phase and shifts by $-3\tau$. Combinations whose coefficients add to zero shift by $+\tau$, because the three other coefficients sum to minus the one in question. If the vacancy states lay wholly on these four orbitals, the two species would separate by a further $4\tau$. Part of their weight lies elsewhere, so to first order in $\tau$ the separation grows by less. The closeness of 0.436 and 0.488 eV is thus a feature of this model that direct hopping would change.

**Q.** Put the result beside real silicon. How much of 0.488 eV would you defend?

**A.** The gap of 1.13 eV is close to the real one, roughly 1.1 eV at room temperature. The conduction minimum at 0.73 of $\Gamma$–$X$ lies somewhat too near $\Gamma$, since the real one is at roughly 0.85. The level position deserves much less trust. Implantation does create vacancies, but a real vacancy relaxes, distorts and changes its charge. It is also mobile, so after implantation at room temperature and annealing many vacancies have been lost or bound in complexes, which have levels of their own.

For the example's numbers, a relaxation of 0.01 nm or a potential of 0.2 eV on the neighbours moves the level by more than 0.1 eV. Adding one electron costs a charging energy of the order of

$$\frac{e^2}{4\pi\epsilon_0\epsilon_rr}=0.51\ \text{eV}$$

for $\epsilon_r=12$ and $r$ equal to the bond length. This is a rough estimate, since macroscopic screening is used at atomic distance. It is as large as the height of the level above the valence top, so one mean-field level cannot stand for all charge states. The thermal energy at 300 K, 0.026 eV, is small beside these shifts.

I would defend a $T_2$ vacancy level inside the gap of this model at 0.49 eV. For silicon I would not defend the position to better than several tenths of an eV.

**Q.** If the position is that uncertain, what is left of the claim we started from?

**A.** The equality, which does not need the position. Whatever one-electron host is used, its impurity level for an infinite potential on the site and its ideal vacancy level come from the same condition on the same Green function. An error in the host moves both together. The equality fails as a description when the foreign atom also changes energies or hoppings among the remaining orbitals, because the unrelaxed vacancy of the unchanged host is then no longer the limit. Changed hoppings between the site and its neighbours alter the approach but not the limit, since the vacancy Hamiltonian $QHQ$ does not contain them. It is empty for a symmetry species whose condition has no root in the gap. The main computed values for the converged host and the 250-atom block are collected in the numerical output below.

## Values computed for the example and the checks

```
On-site s, p, s*: -4.2, 1.7, 6.7 eV
4 x hopping ss, sp, s*p: -8.3, 5.7, 5.4 eV
4 x hopping xx, xy: 1.7, 4.6 eV
Bond length (rough): 0.235 nm
Gap: 1.133 eV
Conduction minimum on Gamma-X line: 1.133 eV
  at fraction of Gamma-X: 0.731
G_pp at valence top: 0.1071 1/eV
G_pp 0.05 eV below conduction edge: -0.1519 1/eV
Threshold positive V for a T2 gap level: 9.3 eV
T2 vacancy level (24^3 mesh): 0.4879 eV
T2 vacancy level (16^3 mesh): 0.4879 eV
Slope of G_pp at that level: -0.1647 1/eV^2
Approach coefficient 1/slope: -6.071 eV^2
V = +40 eV: level 0.3364, 1/V law 0.3361 eV
V = +100 eV: level 0.4270, 1/V law 0.4272 eV
V = +400 eV: level 0.4727, 1/V law 0.4727 eV
V = -400 eV: level 0.5030, 1/V law 0.5031 eV
V = -100 eV: level 0.5481, 1/V law 0.5486 eV
V = -40 eV: level 0.6355, 1/V law 0.6397 eV
A1 vacancy levels in gap: 0.436 eV
A1 levels, infinite V on s only: none
Supercell atoms: 250
Supercell T2 level, atom deleted: 0.505787 eV
Supercell T2 level, zero of G_pp: 0.505787 eV
Vacancy states in window, deleted / from G: 4 / 4
V x (level - vacancy level), V = 4000 eV: -5.7471 eV^2
  predicted 1/slope (supercell): -5.7471 eV^2
Impurity p weight at V = +40 eV: 0.00339
Impurity p weight at V = -40 eV: 0.00341
Vacancy-state weight on 4 neighbours: 0.6322
Expelled state, V x (E - V - E_p): 26.71 eV^2
  sum of squared hoppings: 26.72 eV^2
Random test, both orbitals infinite, error: 1.4e-07
Random test, one orbital infinite, error: 0.33
Neighbour displacement used: 0.01 nm
Shift by outward relaxation: +0.142 eV
Shifts by pairing: -0.109, -0.107, -0.107 eV
Shift by 0.2 eV on neighbours: +0.127 eV
Charging energy (eps_r = 12, r = bond): 0.51 eV
Thermal energy at 300 K: 0.0259 eV
```
